# Collisionless Damping of Helicons and the Cube-Root Threshold Field

A helicon is a slow transverse wave in a metal in a magnetic field. Take its wavevector $k$ along the static field $B$, and suppose that its angular frequency $\omega$ is far below the cyclotron frequency $\omega_c=eB/m$. Electrons of charge $-e$ and density $n$ then respond almost as they would to a static field pattern. A conductivity can be built from $n$, $e$ and $B$ as $ne/B$. An electron at the pole of the Fermi sphere, with momentum $\hbar k_F$ along $B$, advances by

$$
\frac{v_F}{\omega_c}=\frac{\hbar k_F}{eB}
$$

per radian of its cyclotron motion. For classical orbits without collisions, which requires $k\ll k_F$, this is the one length with which $k^{-1}$ need be compared, so the conductivity is $ne/B$ times a function of $q=k\hbar k_F/(eB)$. Maxwell's equations without displacement current set $k^2$ equal to $\mu_0\omega$ times the conductivity, up to a phase:

$$
k^2=\frac{\mu_0 ne\,\omega}{B}\,F(q).
$$

A threshold at a fixed value of $q$ has $k\propto B$. The left side then goes as $B^2$ and the right side as $\omega/B$, so $B^3\propto\omega$. This fixes the cube root. It remains to show why damping begins at $q=1$, that is at $kv_F=\omega_c$, and to find the number in front.

## Which electrons can absorb

The model is a degenerate gas with a spherical Fermi surface, filling all space. With $\mathbf B=B\hat z$, the Lorentz force gives

$$
\dot v_x=-\omega_c v_y,\qquad \dot v_y=\omega_c v_x ,
$$

so the transverse velocity is $v_\perp(\cos\phi,\sin\phi)$ with $\dot\phi=\omega_c$. The wave that turns in the same sense is

$$
\mathbf E=E_0(\hat x+i\hat y)e^{i(kz-\omega t)} ,
$$

since at $z=0$ its real part is $E_0(\cos\omega t,\sin\omega t)$. For real $E_0$, the field component along the transverse velocity gives

$$
\mathbf E\cdot\mathbf v=E_0v_\perp\cos(\phi+kz-\omega t).
$$

Along an unperturbed orbit $\phi=\phi_0+\omega_ct$ and $z=z_0+v_zt$. The argument of the cosine is therefore $\alpha+\Delta t$, where $\alpha$ is the initial phase and

$$
\Delta=\omega_c-\omega+kv_z .
$$

The work done on the electron up to time $t$ is

$$
\delta\varepsilon=-eE_0v_\perp\frac{\sin(\alpha+\Delta t)-\sin\alpha}{\Delta}.
$$

Its average over $\alpha$ vanishes, while its mean square is

$$
\langle\delta\varepsilon^2\rangle=e^2E_0^2v_\perp^2\frac{1-\cos\Delta t}{\Delta^2}.
$$

If $\Delta\neq0$, this stays bounded: the electron borrows energy and returns it. Lasting absorption needs $\Delta=0$, or

$$
\omega-kv_z=\omega_c,\qquad v_z=-\frac{\omega_c-\omega}{k}.
$$

The helicon frequency is far too low to drive cyclotron resonance in an electron with $v_z=0$. An electron that runs against the wave meets its crests more often, and the Doppler shift can raise the frequency it sees to $\omega_c$. No electron at the Fermi surface has $|v_z|>v_F$, so resonance requires

$$
kv_F\ge\omega_c-\omega .
$$

For $\omega\ll\omega_c$ this is $kv_F\ge\omega_c$. At fixed $k$, a strong field makes the electrons turn too fast for any Doppler shift to match, and a weak field lets some of them resonate.

The absorbed power follows from the same mean square. Let $g=3n/(mv_F^2)$ be the density of states at the Fermi energy, both spins included. A kick $\delta\varepsilon$ displaces the local Fermi edge and adds energy $g\,\delta\varepsilon^2/2$ per unit volume; the term linear in $\delta\varepsilon$ averages to zero. At long times $(1-\cos\Delta t)/\Delta^2\to\pi t\,\delta(\Delta)$. Write $v_z=v_Fu$, $v_\perp^2=v_F^2(1-u^2)$, $\Omega=\omega_c-\omega$, and from here on $q=kv_F/\Omega$, which agrees with the earlier $q$ for $\omega\ll\omega_c$. The average over the sphere is $\tfrac12\int_{-1}^1du$, so for $q>1$ the power is

$$
\frac g2 e^2E_0^2v_F^2\,\frac12\int_{-1}^{1}(1-u^2)\,\pi\delta(\Omega+kv_Fu)\,du
=\frac{ne^2E_0^2}{m\Omega}\,\frac{3\pi}{4q}\left(1-\frac1{q^2}\right),
$$

and it is zero for $q<1$. It rises continuously from zero at $q=1$, because the first electrons to resonate sit at the pole of the sphere, where $v_\perp=0$ and the transverse field does no work.

This was tested by following the work along orbits at $\omega=0.1\,\omega_c$. In units of $ne^2E_0^2/(m\omega_c)$, the heating rate between times $80/\omega_c$ and $160/\omega_c$ was $-0.00004$ at $q=0.8$ and $0.91593$ at $q=1.4$. The formula gives $0.91592$ for the latter.

## The conductivity

Write the distribution as $f=f_0+(-\partial f_0/\partial\varepsilon)\psi$. Along an orbit $\psi$ changes by the work done and relaxes in a time $\tau$:

$$
\frac{d\psi}{dt}=-e\mathbf E\cdot\mathbf v-\frac{\psi}{\tau}.
$$

In complex form $\mathbf E\cdot\mathbf v=E_0v_\perp e^{i\phi}e^{i(kz-\omega t)}$. Setting $\psi=\psi_0e^{i\phi}e^{i(kz-\omega t)}$ gives

$$
\left[\frac1\tau+i(\Omega+kv_z)\right]\psi_0=-eE_0v_\perp .
$$

The current is $-eg$ times the average of $\mathbf v\psi$ over the sphere. Since $\cos\phi\,e^{i\phi}$ averages to $1/2$ and $\sin\phi\,e^{i\phi}$ to $i/2$, the current has the polarization of the field. Its ratio to the field is

$$
\sigma=\frac{e^2gv_F^2}{4}\int_{-1}^{1}\frac{(1-u^2)\,du}{1/\tau+i(\Omega+kv_Fu)} .
$$

Now use $gv_F^2=3n/m$, take out $i\Omega$, and let $1/\tau\to0^+$:

$$
\sigma=-\frac{ine^2}{m\Omega}F(q),\qquad
F(q)=\frac34\int_{-1}^{1}\frac{1-u^2}{1+qu-i0}\,du .
$$

For $q<1$ the part of $1/(1+qu)$ odd in $u$ drops out, which leaves $1/(1-q^2u^2)$. With

$$
1-u^2=\frac{1-q^2u^2}{q^2}+\left(1-\frac1{q^2}\right)
$$

and $\int_{-1}^1du/(1-q^2u^2)=q^{-1}\ln[(1+q)/(1-q)]$, the result is

$$
F(q)=\frac{3}{2q^2}\left[1-\frac{1-q^2}{2q}\ln\frac{1+q}{1-q}\right].
$$

For small $q$, $F\approx1+q^2/5$, and the local response is recovered. At $q=1$ the integrand $(1-u^2)/(1-q^2u^2)$ equals one, so $F(1)=\tfrac34\cdot2=\tfrac32$. For $q>1$ the rule $1/(x-i0)=\mathcal P(1/x)+i\pi\delta(x)$ gives

$$
\operatorname{Im}F=\frac{3\pi}{4q}\left(1-\frac1{q^2}\right)=\frac{3\pi(q^2-1)}{4q^3}.
$$

Since $\operatorname{Re}\sigma=(ne^2/m\Omega)\operatorname{Im}F$, the power $\operatorname{Re}\sigma\,E_0^2$ agrees with the heating found above.

## The wave and its threshold

Faraday's and Ampère's laws combine to $k^2\mathbf E=i\omega\mu_0\mathbf j$, hence

$$
k^2=\frac{\mu_0ne^2\omega}{m\Omega}F(q).
$$

For the opposite polarization $\omega_c$ changes sign in the kinetic equation, and the right side becomes negative for $kv_F<\omega_c+\omega$ and complex beyond. That polarization has no wave with $k$ and $\omega$ both real.

First hold $k$ real, as for a spatial pattern set up at $t=0$. To leading order in $\omega/\omega_c$, $\Omega=\omega_c$ and

$$
\omega=\frac{Bk^2}{\mu_0ne}\,\frac1{F(q)} .
$$

For $q<1$ this is real. For $q>1$, $1/F=F^*/|F|^2$ has a negative imaginary part. With $\omega=\omega_r-i\gamma$ the amplitude falls as $e^{-\gamma t}$, and

$$
\frac{\gamma}{\omega_r}=\frac{\operatorname{Im}F}{\operatorname{Re}F}\approx\pi(q-1)
$$

just past the edge, since there $\operatorname{Im}F\approx3\pi(q-1)/2$ and $\operatorname{Re}F\approx3/2$. The full ratio is 0.030 at $q=1.01$, 0.130 at $q=1.05$ and 0.40 at $q=1.2$. Damping starts smoothly but soon becomes strong.

An initial-value calculation tests the coupled motion of electrons and field. It used $\mu_0ne^2/m=20k^2$, no collisions and 300 values of $u$, and fitted the signal between $30/\omega_c$ and $110/\omega_c$. At $kv_F/\omega_c=0.75$ the wave had $\omega/\omega_c=0.04089$ and no decay to five decimals. At $1.25$ it had $0.02712-0.01391i$. The dispersion relation, with $\omega$ kept in $\Omega$ and $F$ continued analytically to decaying frequencies, gives the same printed digits.

At the edge, $q=1$, $F=3/2$ and $k=eB/(\hbar k_F)$. The dispersion relation becomes

$$
\frac{e^2B^2}{\hbar^2k_F^2}=\frac32\,\frac{\mu_0ne\,\omega}{B},
$$

and therefore

$$
B_*=\left(\frac{3\mu_0n\hbar^2k_F^2\,\omega}{2e}\right)^{1/3}.
$$

The mass has cancelled: it enters $v_F$ and $\omega_c$ in the same way. The local law $F=1$ gives the same power but a field too low by the factor $(2/3)^{1/3}=0.874$.

If $\omega$ is kept beside $\omega_c$, the same steps with $k=\Omega/v_F$ give

$$
(\omega_c-\omega)^3=\frac{3\mu_0ne^2v_F^2}{2m}\,\omega .
$$

The cube-root law thus holds for $\omega_c-\omega$, and for $B$ itself up to a relative correction $\omega/\omega_c$.

## Fixed frequency: the branch ends in a fold

Now let a source fix $\omega$, so that $k$ adjusts. For $\omega\ll\omega_c$ the dispersion relation can be written

$$
\frac{q^2}{F(q)}=P,\qquad P=\frac{\mu_0n\hbar^2k_F^2\,\omega}{eB^3}.
$$

Lowering the field raises $P$, and $q=1$ corresponds to $P=2/3$. Near that point put $q=1-\epsilon$. To first order, apart from logarithms,

$$
F\approx\frac32\left[1+2\epsilon-\epsilon\ln\frac2\epsilon\right],\qquad
\frac{q^2}{F}\approx\frac23\left[1+\epsilon\left(\ln\frac2\epsilon-4\right)\right].
$$

The last expression has a maximum where $\ln(2/\epsilon)=5$, at $\epsilon\approx0.013$. The full function peaks at $q=0.981$ with $P=0.678$. In a narrow range of fields there are thus two real roots, which merge at the peak. Beyond it no real $k$ remains: $P$ is too large for $q<1$, and $F$ is complex for $q>1$.

The helicon followed down from high field at fixed frequency therefore ends slightly before $kv_F=\omega_c$, at a field $0.994B_*$. This field also corresponds to a pure number $P$, so it too scales as $\omega^{1/3}$. The condition $kv_F=\omega_c$ is the strict edge for real $k$, and for a spherical surface without collisions it gives the fixed-frequency threshold to about half a per cent in field.

Below the fold the solution has complex $k$ and decays in space even without collisions. For $|q|\gg1$ with $\operatorname{Im}q>0$, the logarithm in $F$ tends to $i\pi$, so $F\approx3\pi i/(4q)$ and

$$
q^3\approx\frac{3\pi i}{4}P .
$$

The root that continues the helicon has $\arg k\to30^\circ$, the direction of the anomalous skin effect; the computed root at $0.005B_*$ has $29.9^\circ$. A field driven from a surface also contains a part carried by ballistic electrons that is not a single exponential, and it is not treated here.

## Numbers for a cesium-like metal

Take $n=0.9\times10^{22}\ \mathrm{cm^{-3}}$, a rough value for cesium, a frequency of 10 MHz, a temperature of 1.5 K and an assumed scattering time of 100 ps. Then $k_F=6.435\ \mathrm{nm^{-1}}$ and $\hbar k_F=6.786\times10^{-25}$ kg m/s, so in SI units

$$
B_*^3=\frac{1.5\,(1.257\times10^{-6})(9.0\times10^{27})(6.786\times10^{-25})^2(6.283\times10^7)}{1.602\times10^{-19}}
=3.06\ \mathrm{T^3},
$$

and $B_*=1.45$ T, or 14.5 kG. The local law would give 1.27 T. At the edge $k=3.43\times10^3\ \mathrm{cm^{-1}}$ and the wavelength is 18.3 µm, the distance a polar electron travels in one cyclotron period. This $q=1$ root is the upper of the two real roots at $B_*$. There $q^2/F$ falls as $q$ rises, so its group velocity is opposite to $k$. The helicon followed down from high field has, without collisions, $q=0.946$ and a wavelength of 19.4 µm at $B_*$, and the table below follows that root.

Solving the edge condition with displacement current and finite $\omega/\omega_c$ gives 0.674 T at 1 MHz, 1.453 T at 10 MHz and 3.133 T at 100 MHz. Each decade multiplies the field by about $10^{1/3}=2.154$. A fit from 0.1 to 100 MHz has exponent 0.3335; the small excess over $1/3$ has the sign of the $\omega/\omega_c$ correction, which grows with frequency.

Collisions replace $\omega_c$ by $\omega_c-i/\tau$ in the response. With $\nu=1/(\omega_c\tau)$, $s=1-i\nu$ and $q=kv_F/\omega_c$, the equation is $q^2s=P\,F(q/s)$. At fixed frequency its roots are:

| $B/B_*$ | Im $k$/Re $k$, with collisions | without | amplitude decay length, with collisions |
|---|---|---|---|
| 1.20 | 0.023 | 0.000 | 162 µm |
| 1.00 | 0.062 | 0.000 | 52 µm |
| 0.95 | 0.104 | 0.088 | 30 µm |
| 0.90 | 0.145 | 0.134 | 21 µm |
| 0.80 | 0.211 | 0.203 | 14 µm |

At $0.9B_*$ most of the attenuation is already present without collisions. The growth above threshold has another cause. Let $L=d\ln F/d\ln q$ and expand the logarithm of the equation to first order in $\nu$, at fixed $P$:

$$
2\frac{\delta q}{q}-i\nu=L\left(\frac{\delta q}{q}+i\nu\right)
\quad\Rightarrow\quad
\frac{\operatorname{Im}k}{\operatorname{Re}k}\approx\nu\,\frac{1+L}{2-L}.
$$

In the local limit $L=0$ and the ratio is $\nu/2$. At the fold $q^2/F$ is stationary, so $L=2$ and the first-order estimate diverges. Ordinary collisional loss is thus amplified as the fold is approached. Without collisions $\operatorname{Im}k$ starts from zero at the fold and grows as the square root of the excess of $P$ over its peak value, because the peak of $q^2/F$ is quadratic. Collisions round this sharp start into a smooth rise. At $B_*$ itself $\nu=0.039$, which is already too large for the first-order estimate: it reproduces the tabulated 0.023 at $1.2B_*$ but gives 0.11 at $B_*$, against 0.062.

Set beside real cesium, two assumptions stand out. With the free-electron mass, a scattering time of 100 ps needs a resistivity at 1.5 K of 3.9 nΩ cm, impurity and phonon scattering together. Against a rough room-temperature value of 20 µΩ cm that is a ratio of about 5000 (for a mass of $1.4m$, 5.5 nΩ cm and about 3600), which demands a very pure crystal. A less pure one would blur the threshold further. The other assumption is the spherical Fermi surface. An axial distortion with radius proportional to $1+\delta P_4(\cos\theta)$, where $P_4$ is the Legendre polynomial and $\theta$ the angle from $B$, moves the fold field by $+8.8\%$ for $\delta=-0.02$ and by $-5.0\%$ for $\delta=+0.02$, at fixed density and frequency. Both the size of two per cent and the shape are illustrative choices, not cesium's band structure. The effect is large because an orbit around a cross-section of area $A(k_z)$ advances along $B$ by $(\hbar/2\pi eB)\,|dA/dk_z|$ per radian, and a small ripple alters this slope strongly. With $k_0$ the undistorted radius and $\kappa=k_z/k_0$, the area is $A=\pi k_0^2[1-\kappa^2+2\delta P_4(\kappa)]$ to first order in $\delta$, so the advance is proportional to $\kappa-\delta P_4'(\kappa)$. At the pole $\kappa=1+\delta$ and $P_4'(1)=10$, which changes the advance by a fraction $-9\delta$ to first order. The full shape gives $+23\%$ for $\delta=-0.02$ and $-15\%$ for $\delta=+0.02$. The field goes as the advance to the power $2/3$, which alone would give $+15\%$ and $-10\%$. The peak of $q^2/F$, with $q$ now measured by the largest advance, changes from 0.678 to 0.80 and 0.57 and undoes part of this. The fold moves to $q=0.9997$ and $q=0.944$, so for $\delta=+0.02$ it lies nearly 3% below the field at which $q=1$. For a given shape the threshold is still a fixed $P$, so the prefactor moves while the cube root remains.

The other effects sized here change the edge field little. A mass of $1.4m$ raises it by a fraction $1\times10^{-4}$, through $\omega/\omega_c=2.5\times10^{-4}$. At the same $\tau$, though, it also raises $\nu$ at the edge from 0.039 to 0.055, which blurs the threshold more. The ratios $k_BT/E_F$ and $\hbar\omega_c/E_F$ are both about $10^{-4}$, where $E_F=1.58$ eV. Electron interactions are left out and not sized. The infinite-metal assumption also sets a condition on the specimen. The mean free path is 75 µm, or 53 µm for a mass of $1.4m$, so a plate half a wavelength thick at the edge, about 9 µm, would be crossed by electrons between collisions, and scattering at its faces would have to be included. The complete numerical output follows.

## Computed results

```
electron density (rough Cs)          9.00e+21 cm^-3
frequency                            10 MHz
scattering time (assumed)            100 ps
temperature                          1.5 K
Fermi wavenumber                     6.435 nm^-1
Fermi speed                          7.450e+07 cm/s
Fermi energy                         1.578 eV
F at the edge, by quadrature         1.500000
threshold field B_edge               1.4524 T = 14.524 kG
local-law estimate of the field      1.2688 T
cyclotron frequency wc at B_edge     2.5545e+11 rad/s
wavenumber at edge                   3.4290e+03 cm^-1
wavelength at edge                   18.32 um
searched edge field at     1 MHz     0.6742 T
searched edge field at    10 MHz     1.4528 T
searched edge field at   100 MHz     3.1327 T
fitted exponent, edge                0.33348
fitted exponent, fold                0.33348
fold: q and P                        0.98089, 0.67785
fold field / B_edge                  0.99447
real k, q=1.01: gamma/omega         0.0297
real k, q=1.05: gamma/omega         0.1298
real k, q=1.20: gamma/omega         0.4001
fixed frequency: B/B_edge, Im k/Re k with collisions, without, length
  1.20   0.0230   0.0000   162.10 um
  1.00   0.0616   0.0000   51.76 um
  0.95   0.1043   0.0879   29.55 um
  0.90   0.1446   0.1338   20.98 um
  0.80   0.2108   0.2028   14.18 um
arg k far below threshold            29.91 deg
heating rate q=0.8, q=1.4 (scaled)   -0.00004, 0.91593
heating rate formula at q=1.4        0.91592
k vF/wc=0.75: w/wc evolved          0.04089 +0.00000i
              w/wc dispersion        0.04089 -0.00000i
k vF/wc=1.25: w/wc evolved          0.02712 -0.01391i
              w/wc dispersion        0.02712 -0.01391i
neglected or approximate effects:
collision broadening 1/(wc tau)      0.0391
mean free path                       74.5 um
residual resistivity needed          3.94 nohm cm
room-temp resistivity (rough)        20 uohm cm
resistivity ratio needed             5072
omega/wc                             2.46e-04
displacement term (omega/ck)^2       3.74e-13
kT/EF                                8.19e-05
hbar wc/EF                           1.07e-04
field change for mass 1.4 m          9.84e-05
fold-field shift, distortion -2%     +8.79 %
fold-field shift, distortion +2%     -4.99 %
relative change on doubling mesh     5.4e-14
```
